# Shear strain and the split transverse masses of silicon's X-point valleys: verification in Python

```python
"""
Result under test: shear strain eps_xy splits the transverse mass of the
z valleys near the X point of a diamond-type crystal:
    1/m[110]  = 1/mt + eta/M,   1/m[1-10] = 1/mt - eta/M,   |eta| < 1,
with eta = D*eps_xy/W and W = hbar^2 k0^2/ml; for |eta| > 1 eta -> sign(eta).
ml, mt: unstrained masses; M: mass of the kx*ky interband coupling;
k0: distance of the unstrained minimum from X; D: shear deformation potential.
Masses are in units of the free-electron mass m0, strain is the tensor shear.
Part 1 diagonalizes the two-band matrix. Part 2 tests the form of that matrix
in a plane-wave model crystal with round, chosen form factors.
"""
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.constants import hbar, m_e, e, physical_constants

HB = hbar**2 / m_e / e * 1e18          # hbar^2/m0 in eV nm^2

# ---------------- Part 1: two-band model ----------------
ml, mt, M, k0, D = 0.9, 0.2, 0.25, 1.7, 12.0
W = HB * k0**2 / ml


def lower_band(k, strain):
    kx, ky, kz = k
    common = HB * (kz**2 / (2 * ml) + (kx**2 + ky**2) / (2 * mt))
    slope = HB * k0 * kz / ml
    coupling = D * strain - HB * kx * ky / M
    matrix = np.array([[common + slope, coupling],
                       [coupling, common - slope]])
    return np.linalg.eigvalsh(matrix)[0]


def minimum_over_kz(kx, ky, strain):
    res = minimize_scalar(lambda z: lower_band((kx, ky, z), strain),
                          bounds=(0.0, 2 * k0), method="bounded",
                          options={"xatol": 1e-10})
    return res.x, res.fun


def inverse_mass(center, direction, strain, h=0.01):
    u = np.array(direction, float)
    u /= np.linalg.norm(u)
    c = np.array(center, float)
    second = (lower_band(c + h * u, strain) + lower_band(c - h * u, strain)
              - 2 * lower_band(c, strain)) / h**2
    return second / HB


def formula_inverse_masses(strain):
    eta = D * strain / W
    sat = np.clip(eta, -1, 1)
    if abs(eta) < 1:
        inv_z = (1 - eta**2) / ml
    else:
        inv_z = (1 - 1 / abs(eta)) / ml
    return 1 / mt + sat / M, 1 / mt - sat / M, inv_z


print(f"ml = {ml} m0, mt = {mt} m0, M = {M} m0")
print(f"k0 = {k0} nm^-1, D = {D} eV")
print(f"hbar^2/m0 = {HB:.5f} eV nm^2")
print(f"W = {W:.4f} eV")
print(f"strain at which the minima merge = {100 * W / D:.3f} %")

for strain in (-0.005, 0.005, 0.010, 0.015, 0.030):
    eta = D * strain / W
    kz_min, e_min = minimum_over_kz(0.0, 0.0, strain)
    center = (0.0, 0.0, kz_min)
    numeric = [inverse_mass(center, d, strain)
               for d in ((1, 1, 0), (1, -1, 0), (0, 0, 1))]
    formula = formula_inverse_masses(strain)
    assert np.allclose(numeric, formula, rtol=2e-3, atol=2e-3)
    # the curvature along the cube axis is untouched by the shear
    assert abs(inverse_mass(center, (1, 0, 0), strain) - 1 / mt) < 1e-3
    if abs(eta) < 1:
        assert abs(kz_min - k0 * np.sqrt(1 - eta**2)) < 1e-5
        assert abs(e_min + W / 2 + (D * strain)**2 / (2 * W)) < 1e-9
    else:
        assert kz_min < 1e-4
    print(f"strain {100 * strain:5.2f} %: eta = {eta:.4f}, "
          f"m[110] = {1 / formula[0]:.4f} m0, "
          f"m[1-10] = {1 / formula[1]:.4f} m0, "
          f"m_z = {1 / formula[2]:.4f} m0")

# envelope after minimization over kz, at a finite transverse wavevector
kx, ky, strain = 0.3, 0.2, 0.005
s = D * strain - HB * kx * ky / M
envelope = HB * (kx**2 + ky**2) / (2 * mt) - W / 2 - s**2 / (2 * W)
assert abs(minimum_over_kz(kx, ky, strain)[1] - envelope) < 1e-9

inv1, inv2, _ = formula_inverse_masses(strain)
kz_min, e_min = minimum_over_kz(0, 0, strain)
print("Main case, strain 0.5 %:" if strain == 0.005 else "Main case:")
print(f"  D*strain = {1000 * D * strain:.2f} meV")
print(f"  valley minimum at kz = {kz_min:.4f} nm^-1 from X")
print(f"  valley shift = {1000 * (e_min + W / 2):.3f} meV")
print(f"  eta/M = {D * strain / W / M:.4f} 1/m0")
print(f"  1/m[110] = {inv1:.4f} 1/m0, 1/m[1-10] = {inv2:.4f} 1/m0")
print(f"  mass ratio m[1-10]/m[110] = {inv1 / inv2:.4f}")
print(f"  sqrt(m[110]*m[1-10]) = {1 / np.sqrt(inv1 * inv2):.4f} m0")

# ---------------- Part 2: plane-wave model crystal ----------------
# lengths in 1/(2 pi/a), energies in unit = hbar^2 (2 pi/a)^2 / (2 m0)
a_nm = 0.54
form_factor_ry = {3: -0.20, 8: 0.05, 11: 0.08}
unit = HB / 2 * (2 * np.pi / a_nm)**2
rydberg = physical_constants["Rydberg constant times hc in eV"][0]
X = np.array([0.0, 0.0, 1.0])
span = range(-6, 7)
G = np.array([(i, j, k) for i in span for j in span for k in span
              if i % 2 == j % 2 == k % 2
              and i * i + j * j + (k + 1)**2 < 16.5])
diff = G[:, None, :] - G[None, :, :]
norm2 = (diff**2).sum(axis=2)
potential = np.zeros(norm2.shape)
for shell, value in form_factor_ry.items():
    potential[norm2 == shell] = value * rydberg / unit
# two atoms at +-(a/8)(1,1,1): inversion centre at the origin
potential *= np.cos(np.pi / 4 * diff.sum(axis=2))


def crystal_hamiltonian(kappa, strain=0.0):
    deform = np.eye(3)
    deform[0, 1] = deform[1, 0] = strain
    q = X + np.asarray(kappa, float) + G @ np.linalg.inv(deform)
    return np.diag((q**2).sum(axis=1)) + potential


def pair_energies(kappa, strain=0.0):
    return np.linalg.eigvalsh(crystal_hamiltonian(kappa, strain))[4:6]


levels, states = np.linalg.eigh(crystal_hamiltonian((0, 0, 0)))
assert abs(levels[5] - levels[4]) < 1e-9
assert levels[4] - levels[3] > 0.05 and levels[6] - levels[5] > 0.05
pair = states[:, 4:6]
remote = np.delete(states, [4, 5], axis=1)
gaps = levels[4] - np.delete(levels, [4, 5])
qx, qy, qz = (G + X).T
to_x = pair.T @ (qx[:, None] * remote)
to_y = pair.T @ (qy[:, None] * remote)
# matrices multiplying kz, strain, kx*ky and kx^2 in the two-state space
mat_kz = pair.T @ (2 * qz[:, None] * pair)
mat_strain = pair.T @ (-4 * (qx * qy)[:, None] * pair)
mat_xy = 4 * ((to_x / gaps) @ to_y.T + (to_y / gaps) @ to_x.T)
mat_xx = np.eye(2) + 4 * (to_x / gaps) @ to_x.T
for matrix in (mat_kz, mat_strain, mat_xy):
    assert abs(np.trace(matrix)) < 1e-8
    assert np.abs(matrix).max() > 1e-2
assert np.abs(pair.T @ (qx[:, None] * pair)).max() < 1e-8
assert np.allclose(mat_xx, mat_xx[0, 0] * np.eye(2), atol=1e-8)
assert abs(np.trace(mat_strain @ mat_kz)) < 1e-8
assert abs(np.trace(mat_xy @ mat_kz)) < 1e-8
overlap = np.trace(mat_strain @ mat_xy)
assert np.isclose(overlap**2, np.trace(mat_strain @ mat_strain)
                  * np.trace(mat_xy @ mat_xy), rtol=1e-8)

velocity = np.sqrt(np.trace(mat_kz @ mat_kz) / 2)
shear = np.sqrt(np.trace(mat_strain @ mat_strain) / 2)
cross = overlap / (2 * shear)          # signed relative to the strain term

# full diagonalization close to X against the combined gap law
kap, kapz, eps = 0.005, 0.0005, 5e-5
found, expected = [], []
for sign in (1, -1):
    pair_e = pair_energies((kap, sign * kap, kapz), eps)
    found.append((pair_e[1] - pair_e[0]) / 2)
    expected.append(np.hypot(velocity * kapz,
                             shear * eps + cross * sign * kap**2))
assert np.abs(np.subtract(found, expected)).max() < 0.02 * max(expected)

# true valley of the sheared crystal, away from X
eps = 0.001


def crystal_valley(strain):
    return minimize_scalar(lambda z: pair_energies((0, 0, -z), strain)[0],
                           bounds=(0.01, 0.45), method="bounded",
                           options={"xatol": 1e-9}).x


def crystal_inverse_mass(sign, z, strain, h=0.005):
    step = np.array([1, sign, 0]) * h / np.sqrt(2)
    c = np.array([0, 0, -z])
    total = (pair_energies(c + step, strain)[0]
             + pair_energies(c - step, strain)[0]
             - 2 * pair_energies(c, strain)[0])
    return total / h**2 / 2


z_free = crystal_valley(0.0)
z_strained = crystal_valley(eps)
assert 0.02 < z_free < 0.44
assert abs(crystal_inverse_mass(1, z_free, 0.0)
           - crystal_inverse_mass(-1, z_free, 0.0)) < 1e-5
inv_plus = crystal_inverse_mass(1, z_strained, eps)
inv_minus = crystal_inverse_mass(-1, z_strained, eps)
pair_e = pair_energies((0, 0, -z_free))
full_split = inv_plus - inv_minus
model_split = -2 * shear * cross * eps / (pair_e[1] - pair_e[0])
# parameters taken at X drift on the way to the valley: only rough agreement
assert 0.5 < full_split / model_split < 2.0

print("Plane-wave model crystal (round form factors, affine strain):")
print(f"  a = {a_nm} nm, plane waves = {len(G)}")
print("  form factors at G^2 = 3, 8, 11: "
      + ", ".join(f"{v:.2f}" for v in form_factor_ry.values()) + " Ry")
print(f"  shear deformation potential at X = {shear * unit:.3f} eV")
print(f"  1/M from remote-band sum = {-cross / 2:.4f} 1/m0")
print(f"  1/mt at X from remote-band sum = {mat_xx[0, 0]:.4f} 1/m0")
print(f"  half gaps near X, [110] side: full {found[0] * unit * 1e3:.4f}, "
      f"law {expected[0] * unit * 1e3:.4f} meV")
print(f"  half gaps near X, [1-10] side: full {found[1] * unit * 1e3:.4f}, "
      f"law {expected[1] * unit * 1e3:.4f} meV")
print(f"  valley distance from X = {z_free:.4f} (2 pi/a)")
print(f"  band gap between the pair there = "
      f"{(pair_e[1] - pair_e[0]) * unit:.4f} eV")
print(f"  strain in valley test = {100 * eps:.2f} %")
print(f"  full 1/m[110] = {inv_plus:.4f}, 1/m[1-10] = {inv_minus:.4f} 1/m0")
print(f"  inverse-mass splitting: full {full_split:.4f}, "
      f"two-band estimate {model_split:.4f} 1/m0")
print(f"  ratio full/estimate = {full_split / model_split:.3f}")
print("verified")
```

Output:

```
ml = 0.9 m0, mt = 0.2 m0, M = 0.25 m0
k0 = 1.7 nm^-1, D = 12.0 eV
hbar^2/m0 = 0.07620 eV nm^2
W = 0.2447 eV
strain at which the minima merge = 2.039 %
strain -0.50 %: eta = -0.2452, m[110] = 0.2488 m0, m[1-10] = 0.1672 m0, m_z = 0.9576 m0
strain  0.50 %: eta = 0.2452, m[110] = 0.1672 m0, m[1-10] = 0.2488 m0, m_z = 0.9576 m0
strain  1.00 %: eta = 0.4904, m[110] = 0.1436 m0, m[1-10] = 0.3291 m0, m_z = 1.1850 m0
strain  1.50 %: eta = 0.7356, m[110] = 0.1259 m0, m[1-10] = 0.4860 m0, m_z = 1.9615 m0
strain  3.00 %: eta = 1.4713, m[110] = 0.1111 m0, m[1-10] = 1.0000 m0, m_z = 2.8097 m0
Main case, strain 0.5 %:
  D*strain = 60.00 meV
  valley minimum at kz = 1.6481 nm^-1 from X
  valley shift = -7.356 meV
  eta/M = 0.9809 1/m0
  1/m[110] = 5.9809 1/m0, 1/m[1-10] = 4.0191 1/m0
  mass ratio m[1-10]/m[110] = 1.4881
  sqrt(m[110]*m[1-10]) = 0.2040 m0
Plane-wave model crystal (round form factors, affine strain):
  a = 0.54 nm, plane waves = 64
  form factors at G^2 = 3, 8, 11: -0.20, 0.05, 0.08 Ry
  shear deformation potential at X = 15.924 eV
  1/M from remote-band sum = 4.3804 1/m0
  1/mt at X from remote-band sum = 5.2493 1/m0
  half gaps near X, [110] side: full 0.9036, law 0.9042 meV
  half gaps near X, [1-10] side: full 2.1008, law 2.1013 meV
  valley distance from X = 0.1383 (2 pi/a)
  band gap between the pair there = 0.4711 eV
  strain in valley test = 0.10 %
  full 1/m[110] = 5.8809, 1/m[1-10] = 5.3455 1/m0
  inverse-mass splitting: full 0.5354, two-band estimate 0.5922 1/m0
  ratio full/estimate = 0.904
verified
```
